# The energy-weighted momentum sum rule in the nonrelativistic Lamb shift, part 2

The nonrelativistic Lamb shift of a level $a$ contains the sum

$$S=\sum_n |\langle n|\mathbf p|a\rangle|^2\,(E_n-E_a),$$

where $|\langle n|\mathbf p|a\rangle|^2=\sum_{i=1}^3|\langle n|p_i|a\rangle|^2$ and $n$ runs over all bound and continuum eigenstates of $H=\mathbf p^2/2m+V(\mathbf r)$, with $V$ real and local. The task now is to add up the matrix elements explicitly. Write $\psi$ for the normalized state $a$, $\phi_i\equiv\partial_i\psi$ and $\omega_n=E_n-E_a$. Then

$$(H-E_a)\,\phi_i=-(\partial_iV)\,\psi. \tag{2}$$

For smooth $V$ with no surface term at infinity,

$$S=\frac{\hbar^2}{2}\,\langle a|\nabla^2V|a\rangle. \tag{5}$$

For $V=-Z\alpha\hbar c/r$, $(H-E_a)\phi_i$ is not square integrable in s states, but $S$ equals the finite energy form

$$S=\hbar^2\sum_i\int\Big[\frac{\hbar^2}{2m}|\nabla\phi_i|^2+(V-E_a)|\phi_i|^2\Big]d^3r. \tag{6}$$

Since $\phi_i$ and $\partial_r\phi_i$ are bounded near the nucleus, the surface term on a small sphere there vanishes, and

$$S=2\pi Z\alpha\,\hbar^3c\,|\psi(0)|^2 . \tag{7}$$

With infinite nuclear mass and in atomic units ($\hbar=m=1$, $\alpha\hbar c=1$, energy unit $E_h$), hydrogenic states with quantum numbers $n,l$ have

$$|\psi_{ns}(0)|^2=\frac{Z^3}{\pi n^3},\qquad S_{nl}=\frac{2Z^4}{n^3}\,\delta_{l0}. \tag{8}$$

With $R$ the radial function of $a$ and $u=rR$, the elements summed over components and the final magnetic quantum number are

$$|\langle n'\,l{+}1|\mathbf p|a\rangle|^2=\frac{l+1}{2l+1}\Big[\int u_{n',l+1}\Big(u'-\frac{l+1}{r}u\Big)dr\Big]^2,$$

$$|\langle n'\,l{-}1|\mathbf p|a\rangle|^2=\frac{l}{2l+1}\Big[\int u_{n',l-1}\Big(u'+\frac{l}{r}u\Big)dr\Big]^2 .$$

For hydrogen 1s, $u_{1s}=2re^{-r}$ and $u'-u/r=-2re^{-r}$.

The printed results include two earlier checks. One is the two-dimensional well $V=\tfrac12(x^2+y^2)+0.1\,x^2y^2+0.05\,(x^4+y^4)$ for masses 1 and 2, where "complex" means a current-carrying combination of the first excited pair. The other is the softened potential $V_b=-Z(r^2+b^2)^{-1/2}$, averaged in the point-Coulomb 1s state, with $b$ called $a$ in the program.

**Q.** The continuum is where I expect trouble. How are those elements obtained and normalized?

**A.** The regular Coulomb function is $F_l(\eta,kr)=C_l\,(kr)^{l+1}e^{ikr}M(l+1+i\eta,\,2l+2,\,-2ikr)$, with $\eta=-Z/k$, $M$ the confluent hypergeometric series, $C_0^2=2\pi\eta/(e^{2\pi\eta}-1)$ and $C_l=C_{l-1}\sqrt{l^2+\eta^2}/[l(2l+1)]$, which gives it unit amplitude at large $r$. Two unit-amplitude waves overlap as $(\pi/2)\delta(k-k')$, and $\delta(E-E')=\delta(k-k')/k$, so $u=\sqrt{2/\pi k}\,F_l$ is normalized per unit energy. Bound final states have the same form with a real exponential and a terminating series.

Integrating the series of $M(\mathsf a,\mathsf b,\kappa r)$ term by term with the power $r^{\mathsf b-1}$,

$$\int_0^\infty r^{\mathsf b-1}e^{-\lambda r}M\,dr=\sum_j\frac{(\mathsf a)_j\kappa^j}{(\mathsf b)_j\,j!}\frac{\Gamma(\mathsf b+j)}{\lambda^{\mathsf b+j}}=\Gamma(\mathsf b)\lambda^{-\mathsf b}\Big(1-\frac\kappa\lambda\Big)^{-\mathsf a},$$

since $\Gamma(\mathsf b+j)=\Gamma(\mathsf b)(\mathsf b)_j$ leaves the binomial series. This holds first for $|\kappa/\lambda|<1$ and then wherever the integral converges, both sides being analytic in $\lambda$. Each higher power of $r$ follows from $-\partial/\partial\lambda$, and no lower power occurs in the elements above.

For hydrogen 1s to $kp$: $\mathsf b=4$, $\mathsf a=2+i\eta$, $\lambda=1-ik=\sqrt{1+k^2}\,e^{-i\theta}$ with $\theta=\arctan k$, and $1-\kappa/\lambda=(1+ik)/(1-ik)=e^{2i\theta}$. The phases $e^{4i\theta}$ from $\lambda^{-4}$ and $e^{-4i\theta}$ cancel, and $(e^{2i\theta})^{-i\eta}=e^{-2\theta/k}$. The amplitude is $-2\cdot3!\,\sqrt{2/\pi k}\,C_1k^2(1+k^2)^{-2}e^{-2\theta/k}$. With $C_1^2=\tfrac19(1+k^{-2})\,(2\pi/k)/(1-e^{-2\pi/k})$, its square is

$$\frac{d|\mathbf p|^2}{dE}=\frac{64}{(1+k^2)^3}\,\frac{e^{-4\arctan k/k}}{1-e^{-2\pi/k}} . \tag{9}$$

The program tests such closed forms against direct quadrature with independently computed wave functions, and tests normalization and completeness with two other sums. One is $\sum_n|\langle n|\mathbf p|a\rangle|^2=\langle p^2\rangle=Z^2/n^2$. The other uses $[H,x_i]=-ip_i$, so $\langle n|p_i|a\rangle=i\omega_n\langle n|x_i|a\rangle$. This makes the elements between degenerate states vanish, and with $[x_i,[H,x_i]]=1$ it gives the Thomas–Reiche–Kuhn rule $\sum_n2|\langle n|\mathbf p|a\rangle|^2/3\omega_n=1$. Both hold to $10^{-9}$. The parts of $S$, in atomic units, are:

| state | downward | upward bound | continuum | total |
|---|---|---|---|---|
| H 1s | 0 | 0.135316 | 1.864684 | 2.000000 |
| H 2s | 0 | 0.006608 | 0.243392 | 0.250000 |
| H 3s | −0.000295 | 0.001133 | 0.073235 | 0.074074 |
| H 2p | −0.029264 | 0.008918 | 0.020346 | 0.000000 |
| H 3p | −0.008861 | 0.001377 | 0.007484 | 0.000000 |
| H 3d | −0.003020 | 0.001643 | 0.001377 | 0.000000 |
| He$^+$ 1s | 0 | 2.165050 | 29.834950 | 32.000000 |

Every total matches (8), the last being $2\times2^4$. For 2p the single downward term is cancelled by $0.008918+0.020346$. The continuum supplies 93% of $S$ for 1s and 97% for 2s, so a sum over bound states alone misses most of it.

**Q.** Why is the continuum so dominant, and how fast does the integral converge?

**A.** For 1s the continuum already holds 66% of the unweighted sum $\sum_n|\langle n|\mathbf p|a\rangle|^2$. The weight $\omega_n$ stays below $0.5\,E_h$ for bound states and has no upper limit in the continuum, and this raises the continuum share of $S$ to 93%. For the rate of convergence, project (2) on a final state: $\langle n|\phi_i\rangle=-\langle n|\partial_iV\,\psi\rangle/\omega_n$, so each term of $S$ is $|\langle n|\nabla V\psi\rangle|^2/\omega_n$, the squared matrix element of the force. For $k\gg Z$ the final state is a plane wave $e^{i\mathbf k\cdot\mathbf r}/(2\pi)^{3/2}$ to leading order, only $r\lesssim1/k$ matters, and $\psi\to\psi(0)$. The Fourier transform of $e^{-\mu r}/r$ is $4\pi/(k^2+\mu^2)$, so that of $\nabla V$ is $-i\mathbf k\,4\pi Z/k^2$ as $\mu\to0$, of modulus $4\pi Z/k$. With $\omega\simeq k^2/2$,

$$dS=\frac{16\pi^2Z^2|\psi(0)|^2}{k^2}\,\frac{2}{k^2}\,\frac{4\pi k^2dk}{(2\pi)^3}=16Z^2|\psi(0)|^2\frac{dk}{k^2}. \tag{10}$$

The part of $S$ beyond momentum $k_c$ is $16Z^2|\psi(0)|^2/k_c$ to leading order. Since $d\omega=k\,dk$, the density $dS/d\omega$ falls as $k^{-3}\propto\omega^{-3/2}$; the computed exponent near $k=10^4$ is $-1.4999$. The sum converges slowly, and the next moment, with weight $\omega^2$, diverges for s states. That divergence is the infinite norm of $(H-E_a)\phi_i$ that you pointed out.

Equation (9) gives the first correction for 1s. At large $k$, $e^{-4\theta/k}\simeq1-2\pi/k$ and $1/(1-e^{-2\pi/k})\simeq(k/2\pi)(1+\pi/k)$, so $dS=(16/\pi)(1-\pi/k)\,dk/k^2$, and the tail is $(16/\pi k_c)(1-\pi/2k_c)$. At $k_c=10^4$ the plane-wave value is $5.092958\times10^{-4}$, and the factor $1-\pi/(2\times10^4)$ turns it into $5.092158\times10^{-4}$, the integrated value. For 1s, 16% of $S$ comes from excitations above $100\,E_h$. The tail (10) comes from hard collisions with the nucleus and so depends on $\psi$ only through $|\psi(0)|^2$. That does not explain the total: the other 84% comes from lower energies, and for 2p nonzero terms cancel. The total reduces to $|\psi(0)|^2$ because $\nabla^2V$ vanishes away from the nucleus, as the derivation of (7) showed.

**Q.** How does $S$ then enter the level shift?

**A.** Set $\hbar=c=1$ and $e^2=4\pi\alpha$. In the dipole approximation the coupling is $-(e/m)\mathbf p\cdot\mathbf A$, where each mode of momentum $\mathbf q$ and polarization $\boldsymbol\epsilon$ enters $\mathbf A$ with amplitude $\boldsymbol\epsilon/\sqrt{2q\mathcal V}$ in a volume $\mathcal V$. The $\mathbf A^2$ term shifts all levels equally in this approximation. Second-order perturbation theory gives

$$\Delta E=\sum_n\int\frac{d^3q}{(2\pi)^3}\frac{e^2}{2q\,m^2}\sum_{\boldsymbol\epsilon}\frac{|\boldsymbol\epsilon\cdot\langle n|\mathbf p|a\rangle|^2}{-(\omega_n+q)} .$$

The polarization sum $\delta_{ij}-\hat q_i\hat q_j$ averages over directions to $\tfrac23\delta_{ij}$. The constants combine to $4\pi\alpha\cdot4\pi q^2\cdot\tfrac23/(8\pi^3\cdot2q)=2\alpha q/3\pi$, so each state contributes $-(2\alpha/3\pi m^2)|\langle n|\mathbf p|a\rangle|^2\int dq\,q/(\omega_n+q)$. For a free electron $\mathbf p$ is diagonal, $\omega_n=0$, and the shift is $-(2\alpha/3\pi m^2)\,p^2\int dq$. Being proportional to $p^2$, it is a change of mass already contained in the observed $m$, and its mean in $a$ must be subtracted. Since $\langle p^2\rangle=\sum_n|\langle n|\mathbf p|a\rangle|^2$ and $1-q/(\omega+q)=\omega/(\omega+q)$, integration up to a cutoff $K$ gives

$$\Delta E=\frac{2\alpha}{3\pi m^2}\sum_n|\langle n|\mathbf p|a\rangle|^2\omega_n\ln\Big|1+\frac{K}{\omega_n}\Big|\simeq\frac{2\alpha}{3\pi m^2}\,S\,\ln\frac{K}{k_0}. \tag{11}$$

A principal value is meant where $\omega_n<0$. The second form takes $K\gg|\omega_n|$ and defines, for $S\neq0$, $\ln k_0=\sum_n|\langle n|\mathbf p|a\rangle|^2\omega_n\ln|\omega_n|/S$. The sum rule fixes the coefficient of $\ln K$ within this model: s levels have it, and levels with $l>0$ keep only a cutoff-independent remainder, not evaluated here.

Because $\alpha^4m^3/m^2=\alpha^2E_h$, the prefactor in atomic units is $2\alpha^3/3\pi=8.246\times10^{-8}$. For 2s the spectral sum gives $\ln(k_0/\mathrm{Ry})=2.812$, or $k_0=16.64$ Ry $=226$ eV, far inside the continuum. (For 1s the logarithm is $2.984$.) The spectral distribution behind these numbers is tested against the resolvent $\sum_n|\langle n|\mathbf p|a\rangle|^2/(\omega_n+q)$ found by matrix inversion in a Laguerre basis. Take $K=mc^2$, which is an assumption about where the nonrelativistic description ends. Then $\ln(K/k_0)=10.534-2.812=7.722$, and

$$\Delta E_{2s}=8.246\times10^{-8}\times0.25\times7.722=1.592\times10^{-7}E_h=1047\ \text{MHz},$$

using $E_h/h=6.5797\times10^9$ MHz.

**Q.** But (10) has weight at all energies, so $K\gg\omega_n$ fails for part of the sum. How many of those four digits mean anything?

**A.** One, with the second already uncertain. The first form of (11) gives 1053 MHz, which is 5.5 MHz or 0.5% above the 1047 MHz. The tail explains the gap. The two logarithms differ by $\ln(1+\omega/K)$, which matters only at large $\omega$, where (10) applies. An integration by parts gives $\int_0^\infty\ln(1+s^2k^2)\,dk/k^2=\int_0^\infty 2s^2dk/(1+s^2k^2)=\pi s$, here with $s=1/\sqrt{2K}=\alpha/\sqrt2$ in atomic units. The extra sum is $16\pi\times0.039789\times\alpha/\sqrt2=0.0103$ to leading order in $\alpha$, and multiplying by $8.246\times10^{-8}\times6.5797\times10^9$ MHz gives 5.6 MHz. In this integral 72% comes from excitations with $\omega>mc^2$, where the nonrelativistic model does not apply. The cutoff matters more: doubling $K$ changes the shift by $\ln2/7.722$, or 9% of its value. The estimate is thus a shift near 1.0 GHz, and the measured 2s$_{1/2}$–2p$_{1/2}$ splitting, two levels that are degenerate in Dirac theory, is roughly 1 GHz (the 2p remainder of (11) is only a few MHz, and the fine structure that separates 2p$_{3/2}$ lies outside this model). The roughness belongs to (11); the rule (7) is exact for the Schrödinger–Coulomb problem.

**Q.** Where does the rule itself stop being true?

**A.** Wherever (2) or the surface estimate fails. For a nonlocal potential, $[H,\mathbf p]$ is not a gradient, and only $S=\tfrac12\langle\sum_i[p_i,[H,p_i]]\rangle$ remains. In a magnetic field the kinetic energy contains $\mathbf A(\mathbf r)$ and does not commute with every component of $\mathbf p$, so gauge-dependent terms with derivatives of $\mathbf A$ join the right side of (2). The photon then couples to the kinetic momentum $\mathbf p-e\mathbf A$, and the sum built on it is gauge-independent but contains field-dependent terms beyond (5). Spin–orbit coupling adds its own commutator, and the Dirac problem has different operators and, for states with $j=\tfrac12$, a density that diverges weakly at a point nucleus. For a potential more singular than $1/r$, $\nabla\psi$ need not be bounded at the origin, and the finiteness of (6) must be examined afresh. The value (7) needs a point Coulomb centre, while (5) covers smooth local potentials for which the surface term at infinity vanishes. For several electrons and the total momentum $\sum_j\mathbf p_j$, the repulsion depends only on differences of coordinates, so $\sum_j\nabla_j$ annihilates it in (2). The same steps then give $2\pi Z\alpha$ times the total electron density at the nucleus, a case the program does not test.

## Computed results

```
2D well: x^2y^2 coefficient 0.1, quartic coefficient 0.05 (a.u.)
2D m=1 ground: E=1.084299, S=1.346220, <lapV>/2=1.346220 a.u.
2D m=1 complex: E=2.238800, S=1.657721, <lapV>/2=1.657721 a.u.
2D m=2 ground: E=0.751058, S=1.253334, <lapV>/2=1.253334 a.u.
2D m=2 complex: E=1.540156, S=1.485818, <lapV>/2=1.485818 a.u.
1s quadratic form <grad psi|H-E|grad psi> = 2.00000000 a.u.
2s quadratic form <grad psi|H-E|grad psi> = 0.25000000 a.u.
3s quadratic form <grad psi|H-E|grad psi> = 0.07407407 a.u.
softened Coulomb a=0.01: <lapV_a>/2 in 1s = 1.925054 a.u.
softened Coulomb a=0.001: <lapV_a>/2 in 1s = 1.992078 a.u.
hydrogenic sums, a.u.: down (om<0), up bound, continuum, total, 2piZ|psi(0)|^2
Z=1 1s: 0.000000 0.135316 1.864684 2.000000 2.000000
Z=1 2s: 0.000000 0.006608 0.243392 0.250000 0.250000
Z=1 3s: -0.000295 0.001133 0.073235 0.074074 0.074074
Z=1 2p: -0.029264 0.008918 0.020346 0.000000 0.000000
Z=1 3p: -0.008861 0.001377 0.007484 0.000000 0.000000
Z=1 3d: -0.003020 0.001643 0.001377 0.000000 0.000000
Z=2 1s: 0.000000 2.165050 29.834950 32.000000 32.000000
1s: |psi(0)|^2 = 0.318310 bohr^-3, continuum share of S = 0.9323
2s: |psi(0)|^2 = 0.039789 bohr^-3, continuum share of S = 0.9736
1s->2p: |p|^2 = 0.234111, om = 0.375000 Eh, term = 0.087791 a.u.
2p->1s: |p|^2 = 0.078037, om = -0.375000 Eh, term = -0.029264 a.u.
1s tail beyond k=10000: 5.092158e-04, plane-wave 5.092958e-04 a.u.
1s: exponent of weighted density at large om = -1.4999
1s: share of S from om > 100 Eh = 0.1619
alpha = 7.297352564e-03, mc^2 = 510998.95 eV = 18778.865 Eh, Eh/h = 6.579684e+09 MHz
S(1s) in natural units = 7.56748e+08 eV^3
1s: ln(k0/Ry) = 2.984129, k0 = 19.7693 Ry = 268.97 eV
2s: ln(k0/Ry) = 2.811770, k0 = 16.6393 Ry = 226.39 eV
prefactor 2 alpha^3/(3 pi) = 8.246219e-08 a.u., ln(mc^2/Ry) = 10.533634, ln(K/k0) = 7.721865
2s shift, S ln(K/k0): 1.59190e-07 Eh = 1047.4 MHz
2s shift, ln(1+K/om): 1.60020e-07 Eh = 1052.9 MHz
```
